Proper and improper piezoelectric tensors and elastic constants at fixed displacement

A plate of a piezoelectric insulator carries an electrode on each face. With the electrodes shorted, a strain that changes the polarization flux through the faces drives charge through the wire and the macroscopic field inside stays zero. With the wire cut, the electrode charge cannot change, the same strain builds up a field, and its energy adds to the elastic energy. A periodic calculation that is to give both elastic tensors must settle which strain derivative of the polarization P is the charge in the wire, and what is held fixed when the wire is cut, given that the strain also stretches and turns the faces on which the charge sits.

1. Conventions and reduced variables

Hartree atomic units are used with Gaussian fields, D = E + 4πP. The crystal is an insulator and the deformation is homogeneous. The matrix h has the lattice vectors a_α as columns, Ω = det h, g = hᵀh, and the rows b_α of h⁻¹ obey b_α·a_β = δ_αβ. A deformation moves r by δr_j = u_jk r_k, so h = (1+u)h₀. The symmetric part of u is strain and the antisymmetric part is a rotation. Voigt strains are η₁ = u₁₁, η₂ = u₂₂, η₃ = u₃₃, η₄ = 2u₂₃, η₅ = 2u₁₃, η₆ = 2u₁₂ with u symmetric. The letter ε is kept for the permittivity. The reduced variables are

p = Ω h⁻¹P,  d = Ω h⁻¹D/4π,  Ē = hᵀE.  (1)

Since Ωb₃ = a₁×a₂, d₃ is the flux of D through the cell face spanned by a₁ and a₂, divided by 4π. By Gauss's law this is the free charge per surface cell on an electrode parallel to that face, +d₃ on the lower electrode and −d₃ on the upper one. Ē_α = a_α·E is the potential drop along a_α. A cut wire therefore fixes the component of d, and a battery the component of Ē, that belongs to its pair of electrodes, whatever the cell does. With D = E + 4πP and h⁻¹E = h⁻¹h⁻ᵀĒ = g⁻¹Ē,

d = p + Ω g⁻¹Ē/4π.  (2)

In a band calculation p_α = Σ_κ Z_κ s_κα − Σ_n s̄_nα, with integer ionic charges Z_κ at reduced positions s_κ and, for an isolated band, the centre s̄_α = −(1/2π) Im ln Π⟨u_k|u_k′⟩ taken along closed strings of neighbouring k points in direction α and averaged over strings. With the string phases joined continuously from one string to the next before averaging, the logarithm fixes p modulo an integer vector n; logarithms taken separately on each string can shift the average by a fraction of an integer. A choice of n is a branch.

2. Proper and improper tensors

Both tensors are taken at fixed Ē, at the reference cell:

e^imp_ijk = ∂P_i/∂u_jk,  e_ijk = (1/Ω) Σ_α h_iα ∂p_α/∂u_jk.  (3)

The first-order variation of P = hp/Ω has three terms, δP = hδp/Ω + δh p/Ω − P δΩ/Ω. Here δh = uh makes the second term uP, and det(1+u) = 1 + tr u to first order gives δΩ/Ω = u_jj. Hence

δP_i = (hδp)_i/Ω + u_ik P_k − u_jj P_i.

Differentiation uses ∂u_im/∂u_jk = δ_ij δ_mk and ∂(tr u)/∂u_jk = δ_jk, which gives e^imp_ijk = e_ijk + δ_ij P_k − δ_jk P_i, or

e_ijk = e^imp_ijk + δ_jk P_i − δ_ij P_k.  (4)

A code that applies symmetric strains obtains, for Voigt index J = (jk), the average over the orders jk and kj, because u_jk = u_kj = η_J/2 for a shear:

e^imp_iJ = e_iJ − δ_jk P_i + (δ_ij P_k + δ_ik P_j)/2.  (5)

Equation (5) uses the symmetry of e in jk, the second of three properties that separate the tensors.

Branch. Under p → p + n with n constant, ∂p/∂u is unchanged, so e is unchanged, while P gains hn/Ω and e^imp shifts by the geometric terms of (4) evaluated with that vector.

Rotation. An antisymmetric u turns the crystal rigidly. At fixed Ē the field turns with it, no reduced quantity changes, and δp = 0. Then e_ijk u_jk = 0 for every antisymmetric u, so e_ijk = e_ikj. Subtracting (4) from itself with j and k exchanged leaves

e^imp_ijk − e^imp_ikj = δ_ij P_k − δ_ik P_j,  (6)

which is the rigid turning of the vector P.

Inversion. Let E = 0 and let the strained, relaxed crystal keep an inversion centre. Inversion sends p to −p and maps the crystal on itself, so −p = p − m with m an integer vector, and p = m/2. A continuous function with values in a discrete set is constant, so e = 0, while (4) leaves e^imp = δ_ij P_k − δ_jk P_i, nonzero on any branch with P ≠ 0. For a centrosymmetric version of the model in section 7, with a cubic cell of edge a = 6 bohr, ion B at its centre and equal A–B springs, on the branch p₃ = 1, P₃ = 6/6³ = 0.0277778 e/bohr². The computed e^imp_311 is −0.0277778 e/bohr², and the proper tensor is tested to be below 10⁻⁹ e/bohr².

3. What each tensor measures

Take a slab of N cells along a₃, periodic in the plane, at E = 0, with insulating surfaces. Let λ(s,t) be the charge per surface cell and per unit of the reduced coordinate s = b₃·r, and j(s,t) the charge per surface cell and unit time crossing the plane s = const, which moves with the lattice. Charge conservation reads ∂λ/∂t + ∂j/∂s = 0. Let w(s) rise linearly from 0 to 1 over L whole cells deep in the interior and define the upper charge Q = ∫wλ ds. An integration by parts, with j = 0 outside the sample, gives

dQ/dt = ∫ w′ j ds = (1/L) ∫ j ds over L cells = j̄,

where j̄ is the cell average of j, which is periodic in the interior. The reduced dipole M = ∫sλ ds obeys dM/dt = ∫j ds = N j̄ + surface terms that do not depend on N for a thick slab. The reduced dipole gained per added cell, p₃ = ΔM/ΔN, therefore has dp₃/dt = j̄, and

δQ = δp₃.  (7)

By (2), d = p at Ē = 0, so δp₃ is also the change of electrode charge in short circuit, and the proper tensor is the charge through the wire. The Cartesian dipole along the normal n is M n·a₃, so the dipole per volume of the added cells is p₃ n·a₃/Ω = n·P, using n·a₁ = n·a₂ = 0. For deformations that leave n fixed, its strain derivative is n_i e^imp_ijk, on the branch of p₃ fixed by the surface termination. A deformation that tilts the faces adds δn·P, with δn = −uᵀn + (n·un)n because n ∥ b₃.

That this p₃ equals the Berry-phase expression of section 1 is the Berry-phase theory of polarization, taken as input here and tested on a two-dimensional tight-binding model, where (4) holds with Ω the cell area. The lattice vectors are (5,0) and (1,6) bohr, area 30 bohr². Orbital A sits at the origin with energy +Δ, orbital B at τ = (0.4, 0.35) with energy −Δ and an ion of charge +1, Δ = 0.15 Eh, and A is joined to its four surrounding B sites by hoppings −t₀exp[−(r−r₀)/ℓ], with t₀ = 0.05 Eh, r₀ = 4 bohr, ℓ = 2 bohr. One spinless electron per cell fills the lower band, sites stay at fixed reduced positions, and there is no Coulomb term, so E = 0. With T the A–B hopping block of a ribbon, H² has the diagonal blocks Δ² + TT† and Δ² + T†T and no others, so every level obeys |energy| ≥ Δ and the edges are insulating. The Berry phase gives p₂ = 0.0146961 e, and the open ribbon gives the same Q. The derivatives ∂p₂/∂u and ∂Q/∂u agree: −0.0347997, −0.0111528, −0.0111528, 0.0123056 e for the components 11, 12, 21, 22. Since a₁ has no y component, P_y = 6 × 0.0146961/30 = 0.0029392 e/bohr and e_y11 = 6 × (−0.0347997)/30 = −0.0069599 e/bohr. Equation (4) predicts e^imp_y11 = e_y11 − P_y = −0.0098992 e/bohr, and the dipole difference of two ribbons gives −0.00989918 e/bohr.

4. Energy functionals

Let x be the internal variables that are allowed to relax (electronic state, and ionic reduced positions if the ions move), E_mat(h,x) the energy per cell evaluated with zero macroscopic field, and p(h,x) the reduced polarization. The internal energy adds the energy of the macroscopic field, ΩE²/8π. From (1), E = D − 4πP = 4πh(d−p)/Ω, so E² = (4π/Ω)²(d−p)ᵀg(d−p) and

U(η,d) = min_x [E_mat + (2π/Ω)(d−p)ᵀg(d−p)].  (8)

A smooth, nondegenerate local minimum is assumed. At the minimum the bracket is stationary in x, so a derivative of U needs the explicit dependence alone:

∂U/∂d = (4π/Ω) g(d−p) = hᵀ[4πh(d−p)/Ω] = Ē.  (9)

This is the work Ē·δd done in carrying charge from the upper to the lower electrode, per cell. The stationarity condition is ∂E_mat/∂x − Ē·∂p/∂x = 0, the force balance in the field. These two properties are what (8) has to satisfy.

The electric enthalpy is F(η,Ē) = min_d [U − Ē·d]. At fixed x the minimum over d lies at d − p = Ωg⁻¹Ē/4π, which is (2). The quadratic term becomes (2π/Ω)(Ω/4π)²Ēᵀg⁻¹Ē = (Ω/8π)Ēᵀg⁻¹Ē, and −Ē·d = −Ē·p − (Ω/4π)Ēᵀg⁻¹Ē. The sum is

F(η,Ē) = min_x [E_mat − Ē·p − (Ω/8π)Ēᵀg⁻¹Ē].  (10)

Because U − Ē·d is stationary in d, ∂F/∂Ē = −d and ∂F/∂η at fixed Ē equals ∂U/∂η at fixed d. The stress per reference volume Ω₀ is one function of state, and the two elastic tensors are its derivatives along different paths:

σ_J = (1/Ω₀) ∂U/∂η_J|_d = (1/Ω₀) ∂F/∂η_J|_Ē,

C^E_JK = ∂σ_J/∂η_K|_Ē,  C^D_JK = ∂σ_J/∂η_K|_d.  (11)

Both are second derivatives of an energy and are symmetric. If another strain measure η′ agrees with η to first order, the chain rule gives C′_JK = C_JK + σ_L ∂²η_L/∂η′_J∂η′_K. At zero stress the measure is immaterial. At nonzero stress both tensors shift by the same term, and C^D − C^E is unchanged provided one measure is used for both.

5. The relation between C^D and C^E

Changes of voltage are written with the Cartesian vector 𝓔 = h₀⁻ᵀδĒ. The true field is E = h⁻ᵀĒ, whose variation is 𝓔 + δ(h⁻ᵀ)Ē, so δE = 𝓔 to first order if the reference field vanishes or the cell is fixed. Define

ẽ_iJ = (1/Ω₀) Σ_α h₀,iα ∂d_α/∂η_J|_Ē,  ε^η = (4π/Ω₀) h₀ (∂d/∂Ē|_η) h₀ᵀ.  (12)

At fixed cell D = 4πh₀d/Ω₀ and δĒ = h₀ᵀδE, so ε^η is ∂D/∂E at fixed strain. By (9), ∂d/∂Ē is the inverse of ∂²U/∂d², which is symmetric, and positive definite for a state that is stable at fixed voltage. ε^η has both properties.

The tensor ẽ follows from (2). With g⁻¹ = h₀⁻¹(1+u)⁻¹(1+u)⁻ᵀh₀⁻ᵀ and h₀⁻ᵀĒ = E, the reference field,

(h₀/Ω₀) Ωg⁻¹Ē = (1 + tr u)(1 − u − uᵀ)E to first order,

whose linear part has component u_jj E_i − u_ik E_k − u_ji E_j. Therefore

ẽ_ijk = e_ijk + (δ_jk E_i − δ_ij E_k − δ_ik E_j)/4π.  (13)

The added term is the change in charge of an empty capacitor whose area and spacing change at fixed voltage. At E = 0, ẽ = e.

Equality of the mixed derivatives of F gives ∂σ_J/∂Ē_α = (1/Ω₀)∂²F/∂η_J∂Ē_α = −(1/Ω₀)∂d_α/∂η_J. Since δĒ_α = Σ_i h₀,iα 𝓔_i,

∂σ_J/∂𝓔_i = −ẽ_iJ.  (14)

The stress induced by a small field in a crystal of fixed shape thus measures ẽ, which at a zero-field reference is the proper tensor. The first-order changes of σ and d under η and 𝓔 are

δσ = C^E η − ẽᵀ𝓔,  (15)

h₀δd/Ω₀ = ẽη + ε^η 𝓔/4π,  (16)

where the last term comes from h₀(∂d/∂Ē)h₀ᵀ𝓔/Ω₀ and (12). Open circuit in all three directions means δd = 0, so (16) gives 𝓔 = −4π(ε^η)⁻¹ẽη. Inserting this in (15), the two minus signs combine to δσ = [C^E + 4πẽᵀ(ε^η)⁻¹ẽ]η. At a zero-field reference

C^D = C^E + 4π eᵀ(ε^η)⁻¹ e,  (17)

and at a finite-field reference the same holds with ẽ. In SI units (16) with δd = 0 reads 0 = eη + ε₀ε_r 𝓔, and the correction is eᵀ(ε₀ε_r)⁻¹e, with ε_r numerically equal to ε^η.

For any η, ηᵀ(C^D − C^E)η = 4πvᵀ(ε^η)⁻¹v ≥ 0 with v = eη. At E = 0 this is the field energy plus the polarization energy, 𝓔ᵀε^η𝓔/8π per volume, times two. The correction passes through a three-dimensional space, so its rank is at most 3 and at least three strain combinations are not stiffened. It vanishes for e = 0.

The derivation used the minimum over x without saying which variables x contains, so (17) holds for any such set used in all four tensors. Relaxed ions require the relaxed e and the static ε^η. Ions clamped at fixed reduced positions require the clamped e and the electronic ε^∞. The relation does not apply if the gap closes or carriers can move charge across the sample during the measurement, since d is then not conserved, nor at a structural instability, where the minimum is degenerate. Strain gradients lie outside it.

6. Other boundary conditions

Cartesian D fixed, reference E = 0. From D = E + 4πP, δD = 4πe^imp η + ε^η 𝓔, so δD = 0 gives 𝓔 = −4π(ε^η)⁻¹e^imp η. The stress still responds through (15), with the proper tensor:

C^X = C^E + 4π eᵀ(ε^η)⁻¹ e^imp.  (18)

This agrees with (17) on a branch with P = 0. Otherwise d = Ωh⁻¹D/4π changes with the strain, so an external source has to move charge, and C^X depends on the branch. In point group 4mm, with ε^η diagonal and e^imp_31 = e₃₁ − P₃, e^imp_33 = e₃₃ from (5), C^X_31 − C^X_13 = 4π[e₃₃(e₃₁ − P₃) − e₃₁e₃₃]/ε₃₃ = −4πe₃₃P₃/ε₃₃. A tensor with an antisymmetric part is not the second derivative of an energy. Fixed D in (17) means fixed d.

Plate with normal n ∥ b₃, reference E = 0. Electrodes on the two faces are equipotentials, so Ē₁ = Ē₂ = 0, which forces 𝓔 = 𝓔_n n, and the cut wire fixes d₃ alone. By (16), δd₃ = Ω₀b₃·(eη + ε^η𝓔/4π), so n·eη + (n·ε^η·n)𝓔_n/4π = 0 and

C^plate = C^E + 4π (nᵀe)ᵀ(nᵀe)/(n·ε^η·n).  (19)

The Cauchy–Schwarz inequality applied to (n·v) = (ε^½n)·(ε^(−½)v) gives (n·v)²/(n·ε·n) ≤ vᵀε⁻¹v, so the plate is stiffened no more than in (17), with equality when ε⁻¹v is parallel to n. The correction in (19) has rank 1, that in (17) rank up to 3. A conducting electrode allows only a field normal to itself, so fixing all three components of d is a condition imposed on the periodic cell. An electroded plate realizes (19), and reproduces the stiffening of (17) only for strains with ε⁻¹v along its normal.

Compliance form, reference E = 0. With S^E = (C^E)⁻¹ and d^pz = eS^E, (15) gives η = S^Eδσ + (d^pz)ᵀ𝓔. Inserting this in (16),

h₀δd/Ω₀ = d^pz δσ + ε^σ𝓔/4π,  ε^σ = ε^η + 4π eS^Eeᵀ,  (20)

where ε^σ is the permittivity at fixed stress as measured by the electrode charge per reference area. The Cartesian derivative ∂D/∂E at fixed stress is a different tensor when P ≠ 0: δD = 4πe^imp η + ε^η𝓔 with η = S^E eᵀ𝓔 gives ε^η + 4πe^imp S^E eᵀ, which depends on the branch. Setting δd = 0 gives 𝓔 = −4π(ε^σ)⁻¹d^pz δσ and

S^D = S^E − 4π (d^pz)ᵀ(ε^σ)⁻¹ d^pz.  (21)

ε^σ belongs with the compliances and ε^η with the stiffnesses.

7. Worked example

The example is a classical model crystal with round parameters and stands for no material. Six digits are kept so that the arithmetic can be followed. The cell is tetragonal, a = 6, c = 6.5 bohr, Ω = 234 bohr³, with ion A (charge +2) at the origin and ion B (charge −2) at reduced position s = (½, ½, 0.45). E_mat is a sum of springs harmonic in bond length and unstretched in the reference, which is then free of stress and force. The constants are 0.04 for the four short A–B bonds (5.15322 bohr), 0.02 for the four long ones (5.54803 bohr), 0.02 for A–A axes and 0.01 for A–A face diagonals, in Eh/bohr². An electronic dipole μ costs ½μᵀα⁻¹μ, with α = 20 bohr³ across a₃ and 30 bohr³ along it. Each A–B bond with vector R carries a dipole β(r − r₀)R, β = −0.05 e/bohr. Then p = −2s + n + h⁻¹(bond dipoles + μ). Every term depends on lengths and angles alone, so the model is rotationally invariant.

Polarization. For n = (1,1,1), p = (0, 0, 0.1) and P₃ = 0.1 × 6.5/234 = 0.00277778 e/bohr² = 0.159 C/m². For n = (1,1,2), p₃ = 1.1 and P₃ = 0.0305556 e/bohr².

Clamped ions. Here δr = R_jR_k u_jk/r, so e_ijk = (β/Ω)Σ R_iR_jR_k/r, symmetric in all three indices, which is why the clamped e₃₁ and e₁₅ coincide at 0.000590509 e/bohr². With heights 0.45 × 6.5 = 2.925 and −0.55 × 6.5 = −3.575 bohr,

e₃₃ = (−0.05 × 4/234)(2.925³/5.15322 − 3.575³/5.54803) = (−0.2/234)(4.8562 − 8.2355) = 0.002888 e/bohr²,

as computed (0.00288826). Also ε^∞₃₃ = 1 + 4π × 30/234 = 2.61107. Equation (17) gives ΔC₁₁ = 4π(0.000590509)²/2.61107 = 0.00168 × 10⁻³, which takes the clamped C₁₁ from 9.01624 to 9.01792 × 10⁻³ Eh/bohr³.

Relaxed ions. The proper tensor from ∂p/∂η is e₃₁ = 0.0111485, e₃₃ = 0.00739765, e₁₅ = 0.0116295 e/bohr², or 0.638, 0.423, 0.665 C/m², and −∂σ/∂E returns the same digits, as (14) requires. Equation (5) gives on the first branch e^imp_31 = 0.0111485 − 0.0027778 = 0.0083707 and e^imp_15 = 0.0116295 + 0.0027778/2 = 0.0130184, and on the second e^imp_31 = 0.0111485 − 0.0305556 = −0.0194071, of opposite sign. The direct derivatives of P are 0.00837076, 0.0130183 and −0.019407. The component e₃₃ is the same in both tensors because −P₃ + P₃ = 0. The unsymmetrized pair e^imp_113 = 0.0144072 and e^imp_131 = 0.0116295 differs by P₃, as in (6).

With ε^η₁₁ = 7.02027 and ε^η₃₃ = 7.55243, and the 4mm equalities e₃₂ = e₃₁, e₂₄ = e₁₅, ε₂₂ = ε₁₁, the corrections in 10⁻³ Eh/bohr³ are

ΔC₁₁ = ΔC₁₂ = 4π(0.0111485)²/7.55243 → 0.20680
ΔC₁₃ = 4π(0.0111485)(0.00739765)/7.55243 → 0.13723
ΔC₃₃ = 4π(0.00739765)²/7.55243 → 0.09106
ΔC₄₄ = 4π(0.0116295)²/7.02027 → 0.24209
ΔC₆₆ = 0, since column 6 of e vanishes in 4mm.

Added to C^E (8.73276, 4.24025, 4.80048, 11.15794, 4.61197 for 11, 12, 13, 33, 44) they give 8.93956, 4.44705, 4.93771, 11.24900, 4.85406. Direct relaxation at fixed d gives these values, with 4.44706 for C₁₂ by rounding. The largest element of C^D(direct) − C^D(formula) is 1.2 × 10⁻¹² Eh/bohr³, about 10⁻¹⁰ of C₃₃. With 1 Eh/bohr³ = 29421 GPa, C₁₁ rises from 256.9 to 263.0 GPa, C₃₃ from 328.3 to 331.0 GPa and C₄₄ from 135.7 to 142.8 GPa. The thickness coupling factor is k_t² = ΔC₃₃/C^D₃₃ = 0.0910564/11.24900 = 0.0081.

For the plate with n along z, normal strains give v along z and ε⁻¹v parallel to n, so the constants 11, 12, 13, 33 equal those of C^D. The shear η₄ gives v along y, n·v = 0, and C₄₄ stays at 4.61197.

Wrong inputs to (17) change ΔC₁₁ from 0.20680 as follows. With e^imp of the first branch on both sides C₁₁ = 8.84934, a correction of 0.11658, which is 44 % too small. With ε^∞ and the relaxed e, C₁₁ = 9.33093, a correction 7.55243/2.61107 = 2.89 times too large. With ε^σ₃₃ = 7.79442, C₁₁ = 8.93314, a correction smaller by the factor 7.55243/7.79442 = 0.969. At fixed Cartesian D on the first branch, C^X_13 = 4.93771 and C^X_31 = 4.90352, and the difference 0.03419 matches 4π × 0.00739765 × 0.00277778/7.55243. On the second branch C^X_31 = 4.56161, below C^E₁₃.

The numerical check also covers a triclinic cell. There the largest deviation from (17) is 1.5 × 10⁻¹² Eh/bohr³ at zero field. In the field (0.001, −0.0015, 0.002) Eh/(e·bohr) it is 1.9 × 10⁻¹² with ẽ and 1.0 × 10⁻⁵ Eh/bohr³ if the capacitor term of (13) is dropped. This field is 1.4 × 10⁹ V/m, of the order of or above the breakdown field of common insulators, and there the omitted term amounts to about 3 % of the largest element of C^D − C^E. It falls roughly in proportion to the field, to about 9 × 10⁻⁸ Eh/bohr³ at 1.4 × 10⁷ V/m.

8. Implementation

(a) Relax the reference at E = 0 to zero force and stress, or else fix one strain measure for all tensors.

(b) For ±η_J, relax the chosen internal variables at E = 0 and record σ and the reduced p. Referring σ to Ω₀ or to the strained volume changes C by a term proportional to the reference stress, which vanishes at zero stress. Bring p at each strain to the branch nearest the reference value before differencing, which needs changes of p, and of each string phase over 2π, below ½.

(c) Form e = h₀(∂p/∂η)/Ω₀ with the reference h₀. If Cartesian P was differenced, remove the terms of (5) using P on the branch that was followed.

(d) Compute ε^η at fixed cell with the same relaxed variables, and apply (17) for the tensor at fixed d in all three directions, or (19) for an electroded plate in open circuit. The compliance form (21) describes the same condition as (17) and needs ε^σ from (20) in place of ε^η. Store e as a 3×6 matrix against engineering shears. No factor of 2 then enters (17), since σ_J is conjugate to η_J by (11).

(e) Internal checks: e is unchanged by a branch shift, it equals −∂σ/∂E, and C^D − C^E has at least three vanishing eigenvalues and no negative one.

Table of computed values

```
1 au stress, 1 au polarization: 29421 57.2148 GPa, C/m^2
a, c: 6 6.5 bohr
volume: 234 bohr^3
Z, s3: 2 0.45 e, reduced
k short, long, axis, diagonal: 0.04 0.02 0.02 0.01 Eh/bohr^2
beta: -0.05 e/bohr
alpha perp, par: 20 30 bohr^3
A-B bonds short, long: 5.15322 5.54803 bohr
p3 branch 1, 2: 0.1 1.1 e
P3 branch 1, 2: 0.00277778 0.0305556 e/bohr^2
P3 branch 1: 0.15893 C/m^2
proper e31 e33 e15: 0.0111485 0.00739765 0.0116295 e/bohr^2
proper e31 e33 e15: 0.637861 0.423255 0.665377 C/m^2
converse e31 e33 e15: 0.0111485 0.00739765 0.0116295 e/bohr^2
improper 31 33 15 br 1: 0.00837076 0.00739765 0.0130183 e/bohr^2
improper 31 33 15 br 2: -0.019407 0.00739765 0.0269072 e/bohr^2
improper e_113, e_131 br 1: 0.0144072 0.0116295 e/bohr^2
clamped e31 e33 e15: 0.000590509 0.00288826 0.000590509 e/bohr^2
eps inf 11, 33: 2.07405 2.61107 (dimensionless)
eps fixed strain 11, 33: 7.02027 7.55243 (dimensionless)
eps free stress 11, 33: 7.38877 7.79442 (dimensionless)
elastic order: 11 12 13 33 44 66
C^E: 8.73276 4.24025 4.80048 11.15794 4.61197 4.52374 1e-3 Eh/bohr^3
C^D direct: 8.93956 4.44706 4.93771 11.24900 4.85406 4.52374 1e-3 Eh/bohr^3
C^D formula: 8.93956 4.44706 4.93771 11.24900 4.85406 4.52374 1e-3 Eh/bohr^3
slab n=z: 8.93956 4.44706 4.93771 11.24900 4.61197 4.52374 1e-3 Eh/bohr^3
clamped C^E: 9.01624 4.52374 4.92156 11.20965 4.92156 4.52374 1e-3 Eh/bohr^3
clamped C^D: 9.01792 4.52541 4.92977 11.24980 4.92367 4.52374 1e-3 Eh/bohr^3
C^E: 256.93 124.75 141.24 328.28 135.69 133.09 GPa
C^D: 263.01 130.84 145.27 330.96 142.81 133.09 GPa
4 pi e33^2/eps33: 9.10564e-05 2.67897 Eh/bohr^3, GPa
k_t^2: 0.00809463 (dimensionless)
wrong C11: improper, eps inf, eps free: 8.84934 9.33093 8.93314 1e-3 Eh/bohr^3
Cartesian D, C13 C31 br 1: 4.93771 4.90352 1e-3 Eh/bohr^3
Cartesian D, C13 C31 br 2: 4.93771 4.56161 1e-3 Eh/bohr^3
max error tetragonal, triclinic: 1.2e-12 1.5e-12 Eh/bohr^3
triclinic field: 0.001 -0.0015 0.002 Eh/(e bohr)
field: error with, without vacuum term: 1.9e-12 1.0e-05 Eh/bohr^3
centrosym P3, improper e311: 0.0277778 -0.0277778 e/bohr^2
centrosym max proper: 0.0e+00 e/bohr^2
TB a1, a2: 5 0 1 6 bohr
TB tau: 0.4 0.35 reduced
TB Delta, t0: 0.15 0.05 Eh
TB r0, lambda: 4 2 bohr
TB Berry p1 p2, ribbon Q: 0.00135785 0.0146961 0.0146961 e
TB Px Py: 0.00071618 0.00293923 e/bohr
TB dp2/deps 11 12 21 22: -0.0347997 -0.0111528 -0.0111528 0.0123056 e
TB dQ/deps 11 12 21 22: -0.0347997 -0.0111528 -0.0111528 0.0123056 e
TB proper e_y11 e_y12 e_y22: -0.00695995 -0.00223057 0.00246111 e/bohr
TB improper formula: -0.00989918 -0.00223057 0.00246111 e/bohr
TB improper ribbon dipole: -0.00989918 -0.00223057 0.00246111 e/bohr
```
